# Why charged-defect geometries converge faster than their energies

## Two convergence rates in one calculation

For a doubly positive oxygen vacancy in MgO, estimated with a continuum model, enlarging the periodic cell from 64 to 512 lattice sites halves the energy error, from $-0.99$ to $-0.49$ eV. Over the same step, the spurious shift of the nearest Mg ions relative to O falls ninefold, from 1.8 to 0.2 pm. The cell edge has doubled. The energy error follows $1/L$, while the shift falls slightly faster than $1/L^3$.

Both errors come from the same potential, that of the periodic images and the neutralizing background. The energy depends on its value at the defect, whereas the forces on nearby ions depend on its slope. The value is of order $1/L$. The slope might be expected to be of order $1/L^2$, but symmetry removes that term and leaves $1/L^3$.

## The spurious potential near the defect

Let a localized charge $q$ sit at the origin of a cubic cell of edge $L$ and volume $V=L^3$, in a linear, isotropic medium of permittivity $\varepsilon$. A uniform background of total charge $-q$ per cell makes the cell neutral. The periodic potential $\phi_{\rm per}$ has zero mean, and there is no macroscopic field. Equations are in Gaussian form, so that $e^2=1.44$ eV nm.

Within the central cell the Poisson equation is

$$\nabla^2\phi_{\rm per}=-\frac{4\pi}{\varepsilon}\left[q\,\delta(\mathbf r)-\frac{q}{V}\right].$$

The isolated defect has potential $q/(\varepsilon r)$, whose Laplacian is $-4\pi q\,\delta(\mathbf r)/\varepsilon$. The difference $\phi_{\rm sp}=\phi_{\rm per}-q/(\varepsilon r)$ is the error made by using a periodic cell. The delta functions cancel in it:

$$\nabla^2\phi_{\rm sp}=+\frac{4\pi q}{\varepsilon V}.$$

This function is smooth at the origin and can be expanded there. Since $L$ is the sole length in the problem, $\phi_{\rm sp}$ equals $q/(\varepsilon L)$ times a function of $\mathbf r/L$. Its terms are as follows.

- The constant term is $-\alpha q/(\varepsilon L)$, where $\alpha$ is a pure number. An Ewald sum and an explicit sum over images both give $\alpha=2.8373$.
- The linear term vanishes, because the array looks the same from $\mathbf r$ and from $-\mathbf r$.
- The quadratic term is $\tfrac12\sum_{ij}H_{ij}x_ix_j$. Cubic symmetry requires $H_{ij}=\lambda\delta_{ij}$. The trace of $H$ is the Laplacian, so $3\lambda=4\pi q/(\varepsilon V)$.
- The cubic term vanishes by inversion, so the next term is of order $r^4/L^5$.

Therefore

$$\phi_{\rm sp}(\mathbf r)=-\frac{\alpha q}{\varepsilon L}+\frac{2\pi q}{3\varepsilon V}r^2+O\!\left(\frac{qr^4}{\varepsilon L^5}\right),$$

and, with $\mathbf E=-\nabla\phi$,

$$\mathbf E_{\rm sp}(\mathbf r)=-\frac{4\pi q}{3\varepsilon V}\,\mathbf r+O\!\left(\frac{qr^3}{\varepsilon L^5}\right).$$

For positive $q$ the field points inward: the negative background enclosed between the defect and the ion pulls a cation toward the defect.

The linear field belongs to the background. The images lie outside the central cell, so their potential there has zero Laplacian. When they are summed in cube-shaped groups, their second-derivative tensor is both traceless and isotropic, hence zero. Their field must then start at $r^3$, and a direct sum gives the power 3.003.

## What the energy sees

The electrostatic energy of a cell in a linear medium is $\tfrac12\int\rho\phi_{\rm per}\,d^3r$, where $\rho$ includes the background. The background contributes $-(q/2V)\int\phi_{\rm per}\,d^3r$, which is zero for a zero-mean potential. After the self-energy of the isolated charge is subtracted, the error is

$$\Delta E=\tfrac12 q\,\phi_{\rm sp}(0)=-\frac{\alpha q^2}{2\varepsilon L}.$$

The factor one half appears because the images are copies of the defect and grow with it as it is charged.

A real defect charge has finite extent. Let $\rho_d$ be its density, with total charge $q$, dipole $\mathbf p=\int\rho_d\mathbf r\,d^3r$ and second moment $Q=\int\rho_d r^2\,d^3r$. Each element interacts with the images and background of every element, itself included, through the potential found above, with $r$ replaced by their separation. The quadratic term contributes

$$\frac12\,\frac{2\pi}{3\varepsilon V}\iint\rho_d(\mathbf r)\rho_d(\mathbf s)\,|\mathbf r-\mathbf s|^2\,d^3r\,d^3s.$$

Writing $|\mathbf r-\mathbf s|^2=r^2+s^2-2\mathbf r\cdot\mathbf s$ turns the double integral into $2qQ-2p^2$. Hence

$$\Delta E=-\frac{\alpha q^2}{2\varepsilon L}+\frac{2\pi}{3\varepsilon V}\left(qQ-p^2\right)+\dots$$

Removing the first term thus leaves an energy error of order $1/V$, provided that the charge distribution itself does not change with the cell.

For a neutral defect with a dipole, $q=0$ and the leading error is $-2\pi p^2/(3\varepsilon V)$. Energy and near field then converge with the same power, so the advantage of the geometry is specific to charged defects.

## What nearby ions feel

Once all ions have relaxed, the field is screened by the static permittivity $\varepsilon_s$. If the ions are held fixed, only electrons screen, and the permittivity is $\varepsilon_\infty$.

Consider a crystal with two ions per primitive cell of volume $\Omega$, Born charges $\pm Z^*e$ and reduced mass $\mu$. In a slowly varying macroscopic field, the relative displacement $\mathbf u$ of cation against anion obeys

$$k\,\mathbf u=Z^*e\,\mathbf E,\qquad k=\mu\omega_{\rm TO}^2,$$

where $\omega_{\rm TO}$ is the transverse optical frequency. The ionic polarization is $Z^*e\mathbf u/\Omega$. Adding it to the electronic response gives

$$\varepsilon_s\mathbf E=\varepsilon_\infty\mathbf E+4\pi\frac{Z^*e\,\mathbf u}{\Omega}
\quad\Rightarrow\quad
\varepsilon_s-\varepsilon_\infty=\frac{4\pi Z^{*2}e^2}{\Omega k}.$$

Now set $q=Ze$ and insert the spurious field:

$$\mathbf u_{\rm sp}=\frac{Z^*e}{k}\left(-\frac{4\pi Ze}{3\varepsilon_sV}\mathbf r\right)
=-\frac{4\pi e^2}{k}\,\frac{Z^*Z}{3\varepsilon_sV}\,\mathbf r.$$

The permittivity relation gives $4\pi e^2/k=(\varepsilon_s-\varepsilon_\infty)\Omega/Z^{*2}$. With $N=V/\Omega$ primitive cells in the supercell,

$$\mathbf u_{\rm sp}=-\left(1-\frac{\varepsilon_\infty}{\varepsilon_s}\right)\frac{Z}{Z^*}\,\frac{\mathbf r}{3N}.$$

To leading order, the fractional error of a distance near the defect is inversely proportional to the number of cells. If ionic screening is strong, the bracket tends to one and the spring constant drops out. If the ions contribute no screening, the bracket and the shift vanish.

This derivation uses a bulk spring next to a defect, where the spring is certainly different. A lattice calculation tests what survives. Harmonic ions on a simple cubic lattice, coupled by periodic dipole forces, relax around a charge in cells of 12, 24 and 48 sites per edge. The ratio $\kappa=\varepsilon_s/\varepsilon_\infty$ is 3.278. The total energy error decays with power 1.001, and the displacement error of the nearest neighbour with power 3.051. In units where the lattice spacing, the charge and $\varepsilon_\infty$ are one, the $1/L^3$ coefficient of the neighbour's dipole is $-0.2311$, against $-(1-1/\kappa)/3=-0.2317$ from the law.

When the neighbours' springs are made 1.5 times softer, the dipole coefficient grows by a factor of 1.43, but the power is still 3.052. Within linear response, local softness changes the size of the geometry error and leaves its leading power alone.

## Why a good core does not give a good energy

The relaxation energy, unlike the core geometry, converges slowly. The energy error is $-\alpha q^2/(2\varepsilon_\infty L)$ with fixed ions and $-\alpha q^2/(2\varepsilon_sL)$ with relaxed ions. Subtracting the first from the second gives the error of the relaxation energy:

$$\Delta E_{\rm relax}=+\frac{\alpha q^2}{2L}\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}\right).$$

The relaxation energy is negative, so the positive sign means that the finite cell gives too little of it. The lattice calculation gives 0.9858 for this $1/L$ coefficient, against 0.9859 from the formula.

The missing part comes from distant ions. At distances comparable with $L$, the field of the defect and the induced dipoles are each of order $1/L^2$. Their product is of order $1/L^4$, and the number of such ions grows as $L^3$, which leaves a total of order $1/L$. Near the defect, both the field and the dipoles have errors of order $1/V$, so their local contribution to the energy does too. For the 18 sites closest to the charge, the lattice calculation gives a decay power of 3.012.

The $1/V$ law for the field therefore holds at a fixed distance from the defect, not at a fixed fraction of the cell. At the centre of a cell face, symmetry makes the total periodic field zero. The spurious field there must cancel the whole isolated field, $q/[\varepsilon(L/2)^2]$, so its magnitude is $4q/(\varepsilon L^2)$. Ions near the cell boundary are poorly relaxed in this sense however large the cell is.

## How large the errors are in MgO

The inputs are rough typical values: lattice constant $a=0.421$ nm, $\varepsilon_\infty=3.0$, $Z^*=2.0$ (written Z in the program and its output) and a transverse optical wavenumber of 400 cm$^{-1}$. They give $k=568$ eV/nm$^2$. With $\Omega=a^3/4$, the permittivity relation then gives $\varepsilon_s=9.83$. The defect has $Z=2$, and the nearest Mg ions lie at $r=a/2=0.2105$ nm.

The 64-site cell has $L=2a=0.842$ nm and $N=32$. One of its sites is the vacancy. Its energy error is

$$\Delta E=-\frac{2.837\times2^2\times1.44}{2\times9.83\times0.842}\ {\rm eV}=-0.99\ {\rm eV}.$$

The linear law for the shift gives

$$u=\left(1-\frac{3.0}{9.83}\right)\frac{2}{2.0}\,\frac{0.2105\ {\rm nm}}{3\times32}=1.5\ {\rm pm},$$

directed inward. The full spurious field gives 1.8 pm. This still treats the response of the ions as that of a continuum, which is only rough in a cell two lattice constants wide and improves in larger cells. The three cells compare as follows.

| Sites | Energy error (eV) | Field at Mg (MV/cm) | Shift (pm) |
|---|---|---|---|
| 64 | −0.99 | 5.1 | 1.8 |
| 216 | −0.66 | 1.4 | 0.49 |
| 512 | −0.49 | 0.57 | 0.20 |

The full field exceeds the linear law by 19% in the smallest cell, 8% in the next and 5% in the largest. The six nearest images alone give an excess close to this, though slightly larger. At a distance $x$ along a cube axis, with $t=x/L$, the two images on that axis give a field

$$\frac{q}{\varepsilon L^2}\left[\frac1{(1+t)^2}-\frac1{(1-t)^2}\right]
=\frac{q}{\varepsilon L^2}\left(-4t-8t^3-\dots\right).$$

The four images to the sides give

$$\frac{q}{\varepsilon L^2}\,\frac{4t}{(1+t^2)^{3/2}}=\frac{q}{\varepsilon L^2}\left(4t-6t^3+\dots\right).$$

The linear parts cancel, and $-14t^3$ remains. Relative to the background term $-4\pi t/3$, this is an increase of $14t^2/4.19$. For the 64-site cell $t=1/4$, and the estimate is 21%, close to the 19% found with all images. This explains why the shift falls by a factor of 9.1, not 8, when $L$ doubles.

The shift costs little energy. If each of the six Mg neighbours is assigned one bulk spring, a core displaced from its true minimum by 1.8 pm lies higher by

$$6\times\tfrac12ku^2=3\times568\times(0.00181)^2\ {\rm eV}\approx5.6\ {\rm meV}.$$

Coupling between the ions can make their joint inward motion several times stiffer than six separate springs, so the cost may be several times larger. It is still a small fraction of the electrostatic energy error in the same cell. The cost is quadratic in the shift because the energy is stationary at the relaxed geometry, so its leading decay is $1/L^6$. In the 512-site cell the same estimate gives about 0.07 meV.

These shifts refer to Mg relative to O. The displacement of a single Mg ion depends on how its surroundings share the relative motion, which this estimate does not resolve.

## Elastic images and other neglected effects

The defect also strains the crystal, and the strain fields of its images shift the core. Treat the vacancy as a centre of dilatation that adds volume $\Delta V_c$ in an elastically isotropic medium. If the cell shape and volume are held fixed, the average dilatation must be zero:

$$\nabla\cdot\mathbf u=\Delta V_c\left[\delta(\mathbf r)-\frac1V\right].$$

The displacement is curl-free, so this is the electrostatic problem again, with a uniform compression in place of the background. In a cubic cell the leading spurious displacement is

$$\mathbf u_{\rm el}=-\frac{\Delta V_c}{3V}\,\mathbf r.$$

It has the same $1/V$ dependence, so the fast convergence of the core survives elasticity. Its size is harder to fix. If the whole outward motion of the nearest Mg ions, a rough 15 pm, were dilatation, then $\Delta V_c\approx4\pi r^2\times15$ pm, and the elastic shift would be about 1.0 pm inward in the 64-site cell. This overstates it. Around a positive charge much of that motion is polarization, with Mg moving out and O moving in: the bulk spring and the field $Ze/(\varepsilon_sr^2)$ alone give a relative shift of about 23 pm at this distance. Only the motion common to both sublattices enters $\Delta V_c$, so the Mg displacement by itself fixes neither the size nor the sign of the elastic shift. MgO is also elastically anisotropic, which changes the prefactor but leaves the $1/V$ dependence. An electrostatic correction to the forces would leave the elastic shift in place.

Thermal and zero-point motion together set a scale for these lengths. A single oscillator at the transverse optical frequency has an rms Mg–O displacement of 7.7 pm along one direction at 300 K, about four times the electrostatic shift in the smallest cell.

Anharmonicity matters more for the prefactor. For an exponential repulsion with a rough range of 0.03 nm, the 1.8 pm shift changes the repulsive stiffness by about 6%. The assumed physical relaxation of 15 pm is half that range, so the springs around the vacancy can differ from bulk springs by tens of percent. The calculation with softened neighbours indicates what follows: a different prefactor and the same leading power.

## When the rule changes or fails

Cubic symmetry makes the linear field isotropic, but it is not the source of the $1/V$ law. In any cell scaled at fixed shape, inversion symmetry of the image lattice removes the constant field, and the gradient scales as $1/V$. The components can differ strongly. For a tetragonal cell with $c/a=1.5$, the inward gradient is 1.61 times $4\pi q/(3\varepsilon V)$ along $a$ and $-0.23$ times that value along $c$. The negative sign means that the field on a cation along $c$ points outward: the close images in the basal plane push it away from the plane. An elongated cell can thus distort a defect that should be symmetric.

In a cubic cell, if the charge sits at $\mathbf s$ instead of the origin, $\mathbf r$ is replaced by $\mathbf r-\mathbf s$. Summing over a localized distribution gives

$$\mathbf E_{\rm sp}=-\frac{4\pi}{3\varepsilon V}\left(q\,\mathbf r-\mathbf p\right).$$

An off-centre defect can feel a spurious field at the origin, but this field is still of order $1/V$.

The argument fails if the charge is not localized. A carrier in a band-like state spreads over whatever cell is supplied, so there is no fixed source whose near field converges. The same holds if the defect changes its charge distribution or its local minimum between one cell size and the next. A small spurious field can select a different minimum when two distortions are nearly degenerate.

## What to do in practice

For a localized defect in a stiff, nearly cubic crystal, relax the core in a moderate cell and spend the remaining effort on the energy. In the MgO estimate, 216 sites bring the electrostatic shift to 0.5 pm, while the energy error is still 0.66 eV. Waiting for the raw energy to converge by enlarging the cell is a poor strategy: at this rate, each halving of the error needs eight times as many atoms.

Correct the energy by adding $\alpha q^2/(2\varepsilon L)$, with the permittivity that matches the calculation. Use $\varepsilon_s$ when all ions have relaxed in the charged state, and $\varepsilon_\infty$ when they are held fixed at the geometry of the neutral defect. For fixed ions in the 64-site cell, the MgO error would be $0.99\times9.83/3.0\approx3.2$ eV, so the wrong choice matters. If the ions are held at the geometry relaxed for another charge $q_0$, neither choice is right: in linear response $q^2/\varepsilon$ is replaced by $q^2/\varepsilon_s+(q-q_0)^2\left(1/\varepsilon_\infty-1/\varepsilon_s\right)$, which gives about 1.5 eV for $q=2e$, $q_0=e$ in the same cell. If several cells of the same shape are affordable, fit the energies to $E_\infty+A/L+B/L^3$ and compare $A$ with $-\alpha q^2/(2\varepsilon)$. If a cell as small as 64 sites enters the fit, higher terms alone can shift $A$ by tens of percent. A disagreement that persists for larger cells points to a delocalized charge, a changed minimum or an unsuitable permittivity.

A core taken from a small cell is a good starting point in a larger one. The outer ions must then be relaxed as well if the full relaxation energy is wanted. Check the core by comparing defect–neighbour distances at two cell sizes, with the lattice constant, cell shape and numerical settings held fixed. Once the cells are large enough, the error of each distance should fall about as $1/N$, whether its origin is electrostatic or elastic. The difference between cells with $N_1$ and $N_2>N_1$ primitive cells, divided by $N_2/N_1-1$, then gives a rough estimate of the error left in the larger one. If the first cell is very small, higher terms can make the estimate too large: the electrostatic shifts found above for 64 and 216 sites give 0.56 pm, against 0.49 pm. That continuum example is mild. In the 64-site cell the O ion behind each nearest Mg lies on the cell face, where symmetry pins it, so for real ions the overshoot can be much larger.

These numbers describe a defect in bulk MgO, and the inputs are typical of that crystal. In a magnetic tunnel junction the MgO barrier is roughly 1 nm thick and lies between metal electrodes, which breaks the assumption of an infinite insulator. For a charge midway between two ideal metal planes a distance $d$ apart, the image charges alternate in sign at distances $nd$ on both sides. The interaction energy is

$$\frac{q^2}{2\varepsilon_s}\,2\sum_{n=1}^{\infty}\frac{(-1)^n}{nd}=-\frac{q^2\ln2}{\varepsilon_sd},$$

or about $-0.4$ eV for $d=1$ nm. This stabilization is physical and should be kept, whereas the periodic-image energy should be removed. A bulk correction therefore does not by itself give the defect energy in the device. The full set of computed values is in the numerical output below.

## Table of computed values

```
Madelung constant: Ewald 2.8373, explicit sum 2.8373
power of r in the field of the images alone: 3.003
spurious field at face centre: -4.0000 q/(eps L^2)
tetragonal c/a = 1.5, inward field gradient / (4 pi q/3 eps V):
  along a 1.613, along c -0.225
Relaxed lattice, cells of 12, 24, 48 sites per edge
  decay power of total energy error: 1.001
  decay power of neighbour displacement error: 3.051
  decay power of near-region (18 sites) energy error: 3.012
  1/L energy coefficient: lattice -0.4329, law -0.4327
  same, relaxation energy: 0.9858, law 0.9859
  1/L^3 dipole coefficient: -0.2311, law -0.2317
  neighbours 1.5 times softer: energy power 0.985,
    displacement power 3.052, prefactor ratio 1.433
MgO inputs (rough): a = 0.421 nm, eps_inf = 3.0, Z = 2.0,
  TO wavenumber 400 1/cm, defect charge +2 e
  spring 568 eV/nm^2, static permittivity 9.83, kappa 3.278
  nearest Mg distance 0.2105 nm
64 lattice sites, L = 0.842 nm, N = 32:
  energy error -0.987 eV
  inward field at Mg: full 5.148, linear law 4.325 MV/cm
  inward shift: full 1.814, linear law 1.524 pm
  strain-energy cost of shift, six Mg: 5.6028 meV
  elastic-image shift (rough): 0.982 pm
216 lattice sites, L = 1.263 nm, N = 108:
  energy error -0.658 eV
  inward field at Mg: full 1.388, linear law 1.282 MV/cm
  inward shift: full 0.489, linear law 0.452 pm
  strain-energy cost of shift, six Mg: 0.4074 meV
  elastic-image shift (rough): 0.291 pm
512 lattice sites, L = 1.684 nm, N = 256:
  energy error -0.493 eV
  inward field at Mg: full 0.566, linear law 0.541 MV/cm
  inward shift: full 0.199, linear law 0.190 pm
  strain-energy cost of shift, six Mg: 0.0677 meV
  elastic-image shift (rough): 0.123 pm
64 to 512 sites: energy error falls by 2.00, shift by 9.10
assumed outward Mg relaxation (rough): 15 pm
thermal rms Mg-O motion at 300 K: 7.66 pm
shift / repulsion range of 0.03 nm, 64 sites: 6.0 %
```
